Square-root stress growth and void nucleation at a blocked conductor end

Consider a long metal line whose end at x = 0 lets electrons in but no atoms. Three quantities can fix the stress σ(x,t) that an electric current builds up there: the stress diffusivity κ, in length²/time; the wind gradient G, in stress/length, which is proportional to the current density j; and the time t. If the line starts free of stress and has no far end within reach, the problem holds no other stress or length. The one stress that κ, G and t can form is G√(κt), and the one length is √(κt). Hence

σ(x,t) = G√(κt) f(x/√(κt)),

with f a pure function. At the end, σ(0,t) = f(0) G√(κt), so the stress grows as the square root of time. If a void forms when this stress reaches a fixed value σc, the waiting time is

t_n = σc²/[f(0)² κG²] ∝ 1/j².

Dimensions cannot give f(0), nor say whether the greatest stress lies at the end. For that the equation must be solved.

**Assumptions and conventions**

The stress σ is the hydrostatic stress, positive in tension. Electrons flow toward +x, away from the blocked end. The symbols j and Z* stand for the magnitudes of the current density and of the effective charge number, which measures the push of the electrons on an atom. Further, ρ is the resistivity, Ω the atomic volume, D the atomic diffusivity averaged over the cross-section, B the effective modulus of the confined metal, and T its temperature.

(A1) T, D, B, ρ and j are uniform and constant.
(A2) σ(x,0) = 0 for x > 0.
(A3) No atoms cross x = 0.
(A4) The line is semi-infinite, and σ stays bounded during any finite time.
(A5) A void nucleates at the first point where σ reaches σc, which does not depend on j.

**Theorem.** Under A1 to A4 the stress is

σ(x,t) = G[2√(κt/π) exp(−x²/4κt) − x erfc(x/2√(κt))],

κ = DBΩ/(kT), G = eZ*ρj/Ω.

It is greatest at the blocked end, where

σ(0,t) = 2G√(κt/π).

With A5 the void nucleates there, at the time

t_n = πσc²/(4κG²) = πσc²kTΩ/[4DB(eZ*ρj)²].

**Lemma 1 (Korhonen's equation).** The stress obeys

∂σ/∂t = ∂/∂x[κ(∂σ/∂x + G)], with ∂σ/∂x = −G at x = 0.

*Proof.* Adding an atom to metal under tension releases the work Ωσ, so the chemical potential of an atom is μ = μ₀ − Ωσ. The force on an atom is −∂μ/∂x plus the electron wind, which acts along the electron flow:

force = Ω ∂σ/∂x + eZ*ρj = Ω(∂σ/∂x + G).

The drift velocity is D/(kT) times the force, and there are 1/Ω atoms per unit volume. The atom flux is therefore

J = (1/Ω)(D/kT) Ω(∂σ/∂x + G) = (D/kT)(∂σ/∂x + G).

Let C be the number of atoms per unit volume of the confined line. Atoms are conserved, so ∂C/∂t = −∂J/∂x. Losing atoms stretches what remains: dσ = −B dC/C, and C is close to 1/Ω. Thus

∂σ/∂t = −BΩ ∂C/∂t = BΩ ∂J/∂x,

and inserting J gives the equation with κ = DBΩ/(kT). At the blocked end J = 0, which requires ∂σ/∂x = −G. ∎

Since κ and G are constant, the equation reduces to ∂σ/∂t = κ ∂²σ/∂x². The current has left the bulk equation and acts through the boundary condition alone.

**Lemma 2 (the slope).** The slope q = ∂σ/∂x is

q(x,t) = −G erfc(ξ), ξ = x/(2√(κt)).

*Proof.* Differentiating the diffusion equation in x gives ∂q/∂t = κ ∂²q/∂x², with q(0,t) = −G and q(x,0) = 0. No length is given, so try q = −G h(ξ). From

∂ξ/∂t = −ξ/(2t), ∂ξ/∂x = 1/(2√(κt))

the equation becomes

−(ξ/2t) h′ = κ h″/(4κt), or h″ = −2ξh′.

Hence h′ = A exp(−ξ²). The conditions h(0) = 1 and h(∞) = 0 give A∫₀^∞ exp(−s²)ds = −1, so A = −2/√π, and h is the complementary error function erfc(ξ). That this slope belongs to the one admissible stress is shown next. ∎

**Proof of the theorem**

Far from the end the stress is still zero, so we integrate the slope inward from infinity:

σ(x,t) = −∫ₓ^∞ q dy = 2G√(κt) I(ξ), I(ξ) = ∫_ξ^∞ erfc(s) ds.

Integration by parts, with d erfc(s)/ds = −(2/√π)exp(−s²), gives

I(ξ) = −ξ erfc(ξ) + (2/√π)∫_ξ^∞ s exp(−s²) ds = exp(−ξ²)/√π − ξ erfc(ξ).

Multiplying by 2G√(κt), and using 2√(κt) ξ = x, gives the stated formula.

Integrating a slope could lose a function of time, so we verify the stress equation itself. Since I′ = −erfc(ξ),

∂σ/∂t = G√(κ/t) I + 2G√(κt)(−erfc ξ)(−ξ/2t)
= G√(κ/t)[I + ξ erfc ξ]
= G√(κ/πt) exp(−ξ²).

On the other side,

κ ∂q/∂x = κ(−G)(−2/√π)exp(−ξ²)/(2√(κt)) = G√(κ/πt) exp(−ξ²).

The two agree. The slope at x = 0 is −G, and σ → 0 for x > 0 as t → 0.

The solution is unique. Let w be the difference of two bounded solutions. It obeys the diffusion equation with zero initial value and zero slope at x = 0, so its even reflection solves the equation on the whole axis. If |w| ≤ M, compare w with v = M(x² + 2κt)/R², which also solves the equation. On |x| = R we have v ≥ M ≥ |w|, and at t = 0 we have v ≥ 0 = w. The maximum principle gives |w| ≤ v inside. Letting R → ∞ gives w = 0.

The slope −G erfc(ξ) is negative everywhere, so the greatest tension is at x = 0, where ξ = 0 gives 2G√(κt/π). Setting this equal to σc and squaring,

4G²κt_n/π = σc²,

which gives t_n. Inserting κ and G produces the last form in the theorem. ∎

The dimensionless factor is thus f(0) = 2/√π. If the current is reversed, G changes sign and the same end goes into compression, so this mechanism nucleates no void there.

**Remark 1 (why a square root).** Integrating Korhonen's equation over the line gives

d/dt ∫₀^∞ σ dx = κ(∂σ/∂x + G) at infinity − 0 at the end = κG.

Atoms drift away down the line at a constant rate and none replace them at the end. The total tension κGt grows linearly, but it spreads over a length proportional to √(κt). The end stress is, up to a factor, their quotient.

**Example: a copper line on a tungsten plug**

Take a copper line fed with electrons through a tungsten contact plug, which passes electrons and blocks copper. The inputs are rough typical values for an accelerated test: T = 573 K, j = 2 MA/cm², ρ = 4.5 μΩ cm, Z* = 1, Ω = 0.0118 nm³, B = 28 GPa, D = 1.6×10⁻¹³ cm²/s and σc = 400 MPa.

The electric field is ρj = 9 V/cm, so the wind force on an atom is 9×10⁻⁴ eV/μm. Dividing by Ω, with 1 eV/nm³ = 160.2 MPa,

G = (9×10⁻⁴/0.0118) × 160.2 = 12.2 MPa/μm.

For κ, BΩ = 2.06 eV and kT = 0.0494 eV, a ratio of 41.8. The diffusivity is 0.0576 μm²/h in the units of the example, so κ = 0.0576 × 41.8 = 2.41 μm²/h. Then

t_n = π × 400²/(4 × 2.406 × 12.22²) ≈ 350 h,

or about 15 days. The end stress is 200 MPa after a quarter of this time. Doubling j at fixed metal temperature reduces t_n to 87 h.

The stressed region has the scale

√(κt_n) = (√π/2)σc/G = 29 μm.

At nucleation the stress is 290 MPa at x = 10 μm, 202 MPa at 20 μm and 88 MPa at 40 μm. The end therefore draws on tens of micrometres of metal, and a line must be several times √(κt_n) long to count as semi-infinite. By Proposition 1 below, with both ends blocked a 60 μm line never nucleates, a 100 μm line nucleates about 3% late and a 130 μm line 0.2% late.

**Proposition 1 (finite line).** If a second blocked end lies at x = L, then

σ(0,t) = GL[1/2 − (4/π²) Σ exp(−n²π²κt/L²)/n²], n = 1, 3, 5, …,

and no void nucleates if L < 2σc/G.

*Proof.* No atoms leave, so ∫σ dx stays zero. The steady state has slope −G and zero mean: σ_s = G(L/2 − x). The difference σ − σ_s has zero slope at both ends and starts at −G(L/2 − x). Expand L/2 − x = Σ a_n cos(nπx/L). Integrating by parts, where the boundary term vanishes,

a_n = (2/L)∫₀^L (L/2 − x)cos(nπx/L)dx
= (2/nπ)∫₀^L sin(nπx/L)dx
= 2L(1 − cos nπ)/(n²π²).

This is 4L/(n²π²) for odd n and zero for even n. Each cosine decays as exp(−n²π²κt/L²), and setting x = 0 gives the series. The end stress rises toward GL/2 without reaching it. The slope obeys the diffusion equation, starts at zero and is held at −G at both ends, so by the maximum principle it is never positive, and the greatest tension lies at x = 0. If GL/2 < σc, the critical tension is therefore never reached. ∎

Here 2σc/G = 65 μm, a threshold product jL of 1.3×10⁴ A/cm. Values commonly reported for copper lines are lower, a few thousand A/cm; with the Z*, ρ and Ω used here, 2000 to 4000 A/cm would correspond to σc of about 60 to 120 MPa, so the example represents a line with a high critical stress. A line of 0.9 times this length saturates at 360 MPa. At 1.2 times this length the void does form, but 17% to 18% later than in a semi-infinite line. For L = 400 μm the change is negligible. The inverse-square law thus fails near the critical length, where t_n diverges.

**Proposition 2 (stress-dependent diffusivity).** Let κ depend on σ. At fixed temperature and σc, t_n is still proportional to 1/j², and

t_n ≥ σc²/[2κ(0)G²].

*Proof.* Put X = Gx and τ = G²t. Korhonen's equation becomes

G² ∂σ/∂τ = G ∂/∂X[κ(σ)(G ∂σ/∂X + G)],

and G² cancels. The end condition becomes ∂σ/∂X = −1. No G remains, so σc is reached at a fixed τ, and t_n = τ/G².

For the bound, let F = κ(σ)(∂σ/∂x + G), so that ∂σ/∂t = ∂F/∂x. Differentiating F in time,

∂F/∂t = (κ′/κ)F ∂F/∂x + κ ∂²F/∂x², κ′ = dκ/dσ.

F is zero at the end, and positive initially and far away. No term in F alone appears, so the maximum principle gives F ≥ 0, that is, ∂σ/∂x ≥ −G. The stress equation likewise has no term that could create a negative minimum inside, and the negative slope at x = 0 excludes a minimum there; hence σ ≥ 0. Nor can it create a positive maximum inside, so the greatest stress is at the end. The profile then lies above a triangle of height σ(0,t) and slope −G, whose area is σ(0,t)²/(2G). The total tension is κ(0)Gt, since the far metal is unstressed. So κ(0)Gt ≥ σ(0,t)²/(2G), and setting σ(0,t) = σc gives the bound. ∎

When the diffusivity depends on stress, the inverse-square law therefore survives, while the square-root law need not. Suppose tension multiplies D by exp(Ωσ/kT), as when it raises the vacancy content with an activation volume Ω. At σc the exponent is 0.60. A finite-volume solution of the nonlinear equation then gives a nucleation time 0.91 times the constant-κ value. Over the last factor of four in time the end stress grows with mean power 0.516 instead of 0.5, while the current exponent stays 2.

**Remark 2 (initial tension).** If the line starts with uniform tension σ_T < σc and κ is constant, σ − σ_T obeys the theorem. The current need supply only σc − σ_T, so t_n is multiplied by (1 − σ_T/σc)².

Thermal mismatch provides such a tension. Take a stress-free temperature of 623 K and a linear expansion mismatch of 14 ppm/K. The elastic estimate, without relaxation, is

σ_T = 3 × 14×10⁻⁶ × 50 × 28000 = 59 MPa

at 573 K, and the time falls to 0.73 of its stress-free value.

**Remark 3 (Joule heating).** A test that varies j also varies the metal temperature. Let a line of height h = 200 nm lose its heat straight down through d = 500 nm of dielectric with conductivity K = 1 W/(m K), to a base held at 573 K. Then

ΔT = j²ρhd/K = 1.8 K.

Lateral heat spreading, neglected here, would lower this for an isolated line. From the theorem, t_n ∝ T/(Dρ²j²). With D ∝ exp(−Ea/kT) and ΔT ∝ j², the apparent current exponent is, to first order in ΔT,

−d ln t_n/d ln j = 2 + 2ΔT[Ea/(kT²) − 1/T + (2/ρ)dρ/dT].

For Ea = 0.90 eV and dρ/dT = 0.0068 μΩ cm/K this is 2.12, for an initially stress-free line. If the thermal tension of Remark 2 is included, it falls as the metal warms and the exponent is 2.09. A poorer conductor such as a low-k dielectric with K = 0.35 W/(m K) would give ΔT = 5.2 K and 2.34 for the stress-free line. The heating shortens t_n by about 6%. Since ΔT grows as j², so does the departure from 2.

**Proposition 3 (growth after nucleation).** Let κ be constant, and let the void span the line as soon as it nucleates, with σ = 0 at its surface. Let s be the time since nucleation, and let the void stay short beside √(κs), so that its surface can be treated as fixed at x = 0. The void length is

ℓ = (1/B)[κGs + ∫₀^∞ σ(y,t_n) erfc(y/2√(κs)) dy].

*Proof.* The void lengthens at the rate ΩJ(0) = (κ/B)(∂σ/∂x + G) at x = 0. The total tension M = ∫σ dx changes at the rate κG − B dℓ/ds. Therefore

Bℓ = κGs + M(0) − M(s).

With σ = 0 at the surface, each initial element at y spreads as a Gaussian minus its mirror image at −y. The fraction left in x > 0 is

½[1 + erf(y/2√(κs))] − ½[1 − erf(y/2√(κs))] = erf(y/2√(κs)).

Subtracting M(s) from M(0) leaves the weight erfc. ∎

Early on, insert σ(y,t_n) ≈ σc − Gy. The integral is 2σc√(κs/π) − Gκs, and its second part cancels the drift term:

ℓ ≈ 2σc√(κs/π)/B.

To this order growth does not depend on j; it is fed by the tension already stored. Solving the full formula for ℓ = 100 nm gives s = 15.5 h, short beside t_n. Failure time is then a part proportional to j⁻² plus a nearly constant part, with local exponent close to 2 × 349.8/(349.8 + 15.5) = 1.92; the full calculation gives the same to this accuracy. Growth thus lowers the apparent exponent, while heating raises it. How far it lowers it depends strongly on σc. For the same 100 nm void, σc = 200 MPa gives t_n = 87 h, s = 47 h and exponent 1.44, and σc = 100 MPa gives t_n = 22 h, s = 78 h and exponent 1.07. Growth then dominates, the drift term κGs controls it, and the failure time tends to scale as 1/j.

**From test to use**

At 378 K and 1 MA/cm² the resistivity is 3.17 μΩ cm, so G = 4.31 MPa/μm, and κ falls to 3.0×10⁻⁴ μm²/h. The lower G² lengthens the time by a factor of 8, and the lower κ by about 8000. The stress-free theorem gives 2.2×10⁷ h, some 2600 years. The critical length 2σc/G is now 186 μm, so this time applies only to lines of several hundred micrometres: with both ends blocked, a 200 μm line nucleates 45% later and a stress-free line shorter than 186 μm not at all. With the thermal tension found below, the critical length 2(σc − σ_T)/G is 52 μm.

This number should not be taken for a lifetime. The same elastic estimate now gives a thermal tension of 288 MPa, which alone multiplies the time by 0.078. Including the stress-dependent diffusivity as well, the finite-volume solution gives 8.8×10⁵ h, about 100 years. The two effects together remove a factor of about 26, far more than at the test temperature.

The inputs are rough, and the results inherit their uncertainty. In particular, σc depends on flaws at the interface and may be much lower than 400 MPa. At 200 MPa the test time of an initially stress-free line would be 87 h, and the elastic tension at use would exceed σc before any current flowed. In a long line, initial stress moves the result at use more than the other neglected effects sized here. Relaxation would reduce it, while local differences in D between grains and interfaces can place the first void away from the plug. An extrapolation by j⁻² alone therefore needs a long line whose initial stress and diffusivity are uniform along its length, the same metal temperature, initial stress and σc in both conditions, and failure dominated by nucleation. If the temperature differs, the changes in κ, ρ and initial stress must be included as well.
